Nuclear recoil in hydrogen-like 1s levels to all orders in αZ, part 1

(Sections cited here and not found follow in the second part.)

Whoever computes the 1s level of a hydrogen-like ion of medium or high nuclear charge from the Dirac equation has to decide what to add for the motion of the nucleus. Three candidates present themselves. One is the kinetic energy p²/2M averaged over the Dirac wave function. Another is the same operator completed by the static magnetic coupling between the electron and the moving nucleus. The third is a full treatment in which the exchanged photons are retarded and the electron may pass through negative-energy states. For Ge³¹⁺ the first choice exceeds the second by about 12 per cent of the second, and the third adds 2.4 per cent to the second, some 2.5 meV. Whether those meV matter is fixed by the accuracy wanted, but the expansion in αZ, carried through the two orders quoted below, misses their size for this ion by about 14 per cent, and a value that does not depend on where the expansion is cut off needs an expression that holds to all orders in αZ. To first order in the mass ratio m/M that expression is Shabaev's formula,

ΔE = (i/2πM) ∫ dω ⟨a| [p − D(ω)] · G(E_a + ω) [p − D(ω)] |a⟩,    (1)

where G is the Dirac-Coulomb Green function with Feynman boundary conditions, D(ω) is a vector operator built from the transverse photon propagator, the dot contracts the Cartesian indices of the two brackets, and ω runs over the real axis with symmetric limits.

The units are ħ = c = m = 1, with m the electron mass, and charges are in Heaviside units, e² = 4πα. Hartree units would hide the scale ω ~ mc² from which much of the higher-order part of the integral comes. The electron has charge −|e|, the nucleus +Z|e|, and λ = αZ. The one-electron Hamiltonian with the nucleus fixed at the origin is h = α·p + β + V with V = −λ/r; its eigenstates are |n⟩ with energies ε_n, the reference state is |a⟩ with energy E_a, and Δ_n = ε_n − E_a. The nucleus is a spinless point particle and is treated non-relativistically, which is enough because the next term of its kinetic energy is of order 1/M³. A nuclear magnetic moment would also enter at order 1/M, as the hyperfine interaction, and is a separate effect. The result is wanted to all orders in λ and to zeroth order in α at fixed λ, so every photon must have one end on the nucleus. Terms with a photon emitted and absorbed by the electron, the radiative recoil, carry an extra factor α and are dropped.

In the Coulomb gauge the Hamiltonian of the electron field ψ, the transverse photon field A and the nucleus at position R with canonical momentum P_N is

H = ∫d³x ψ†(x)[α·p + β + V(x − R) + |e| α·A(x)]ψ(x) + H_γ + H_ee + [P_N − Z|e|A(R)]²/2M.    (2)

The sign of the electron coupling follows from p → p − qA with q = −|e|, and that of the nucleus from q = +Z|e|. H_γ is the energy of free photons. H_ee is the Coulomb interaction of the electron field with itself, which is of order α and plays no further part.

The coordinate R can be removed exactly. Let P_f = P_e + P_γ be the momentum of the fields, with P_e = ∫ψ†(−i∇)ψ and P_γ = Σ k a†a summed over photon modes. For either field φ one has [P_f, φ(x)] = i∇φ(x), so U = exp(iR·P_f) acts as Uφ(x)U† = φ(x − R). Applied to (2), it turns ∫ψ†ψ(x)V(x − R) into ∫ψ†ψ(x − R)V(x − R) = ∫ψ†ψ(x)V(x), turns A(R) into A(0), and leaves the translation-invariant terms alone. Since [R_j, P_N,k] = iδ_jk, it also gives

U P_N U† = P_N + [iR·P_f, P_N] = P_N − P_f,

and the series stops there because P_f commutes with R and with itself. The transformed Hamiltonian contains no R, so P_N is conserved; it is the image of the total momentum, because U(P_N + P_f)U† = P_N. For an atom at rest it is set to zero, and the overall sign inside the square drops out:

UHU† = H_QED + Π²/2M,    Π = P_e + P_γ + Z|e|A(0).    (3)

H_QED is the Hamiltonian of bound-state QED in the fixed potential V, with the interaction H_I = |e|∫ψ†α·Aψ. All dependence on M sits in the last term, so first order in 1/M is first-order perturbation theory. The level shift is the expectation value of Π²/2M in the one-electron eigenstate of H_QED minus that in the vacuum, both states being dressed by H_I.

The square contains P_e², P_γ², 2P_e·P_γ, 2Z|e|P_e·A(0), the cross term of P_γ with A(0), and Z²e²A(0)². Each power of H_I in the dressing brings a factor |e|. It may be kept only if it is paired with a factor Z|e|, so as to form Ze² = 4πλ. Hence P_e² is needed without dressing, P_e·A to first order in H_I, and A² to second order. The undressed value of A² is the same in both states and cancels. The operators P_γ² and P_e·P_γ conserve the photon number and vanish on the photon vacuum, so they need a photon in both bra and ket, which costs e² with no Z. The cross term of P_γ with A needs more care. Its order-Ze² part has the photon vacuum either in the bra or in the ket. Now Σ_j[P_γ,j, A_j] = i∇·A = 0, so P_γ may be moved to whichever side holds the photon vacuum, where it gives zero. This is the statement k·ε = 0 for a single photon. The next contribution is of order Ze⁴, which is λ times α. The photon momentum therefore drops out.

All three surviving terms reduce to one two-time function of the electron field. Write ψ = Σ b_n φ_n, and describe the vacuum as the determinant with every negative-energy level filled and the state a as the same determinant with level a added. Let X = Σ X_mn b_m†b_n and Y be one-body operators of odd parity, with time dependence from h. In a determinant with occupied set S, the operator Y either leaves the state unchanged, with amplitude Σ_s Y_ss, or moves a particle from s in S to n outside S. The first amplitude vanishes, since each level has definite parity. For t > 0 this leaves

⟨X(t)Y(0)⟩_S = Σ_{s in S} Σ_{n not in S} X_sn Y_ns exp[−i(ε_n − ε_s)t].

Adding level a to S does two things. It opens the transitions from a to positive levels n, and it closes the transitions from negative levels into a, which were present in the vacuum. The difference F_XY(t) of the time-ordered products ⟨T X(t)Y(0)⟩ in the two states is then, for t > 0,

F_XY = Σ₊ X_an Y_na exp(−iΔ_n t) − Σ₋ X_na Y_an exp(+iΔ_n t),

and for t < 0, where the order is Y(0)X(t),

F_XY = Σ₊ Y_an X_na exp(+iΔ_n t) − Σ₋ Y_na X_an exp(−iΔ_n t).

Σ₊ and Σ₋ run over positive and negative levels. The product X_an Y_na appears with the factor S_n(t) = exp(−iΔ_n t)θ(t) for positive n and S_n(t) = −exp(−iΔ_n t)θ(−t) for negative n, and the product Y_an X_na appears with S_n(−t). Both cases have one Fourier representation,

S_n(t) = (i/2π) ∫dω exp(−iωt)/(ω + E_a − ε_n(1 − i0)).

For ε_n > 0 the pole lies below the axis, the contour closes below for t > 0, and (i/2π)(−2πi) = +1. For ε_n < 0 the pole lies above, the contour closes above for t < 0, and (i/2π)(+2πi) = −1. With G(E) = Σ_n |n⟩⟨n|/(E − ε_n(1 − i0)),

F_XY(t) = (i/2π) ∫dω [ exp(−iωt) ⟨a|X G(E_a+ω) Y|a⟩ + exp(+iωt) ⟨a|Y G(E_a+ω) X|a⟩ ].    (4)

The term P_e² is F at t = 0 with X = Y = p, summed over components. Both one-sided limits give Σ₊|p_an|² − Σ₋|p_an|². The integral in (4) at t = 0 with symmetric limits reproduces this: the principal value of 1/(ω − Δ_n) vanishes as the limits recede, the delta-function part gives (i/2π)(∓iπ) = ±½, and the two terms of (4) are equal. Dividing by 2M,

ΔE_pp = (i/2πM) ∫dω ⟨a|p·G p|a⟩ = (1/2M)(Σ₊ − Σ₋)|p_an|².    (5)

The prefactor of (1) is thus 1/2M times two orderings times i/2π. The minus sign in (5) is Pauli blocking: the nucleus recoils against virtual pairs even in the vacuum, and the bound electron forbids those pairs whose electron would occupy level a. The one-particle operator p²/2M corresponds to Σ₊ + Σ₋ and so has the wrong sign on the negative-energy part.

For the terms with A the dressed expectation value is written in the interaction picture as the connected part of ⟨T O(0) exp(−i∫H_I dt)⟩, the disconnected parts cancelling against the normalisation. Expanding A in modes normalised with 1/√(2k) and summing over the two polarisations gives

⟨T A_l(x,t) A_m(0,0)⟩ = ∫d³k/(2π)³ (δ_lm − k_l k_m/k²) exp(ik·x) exp(−ik|t|)/(2k).

Closing the contour at the pole ω = k − i0 for t > 0, and at ω = −k + i0 for t < 0, shows that exp(−ik|t|)/(2k) = i∫(dω/2π) exp(−iωt)/(ω² − k² + i0). The contraction equals i∫(dω/2π) exp(−iωt) D_lm(ω,x) with

D_lm(ω,r) = ∫d³k/(2π)³ exp(ik·r)(δ_lm − k_l k_m/k²)/(ω² − k² + i0),    (6)

which is even in ω and even in the vector r. Contracting Z|e|A_m(0) at time zero with one factor −i∫H_I dt, the −i and the i multiply to one and the charges to Ze² = 4πλ. The field at the nucleus is replaced by a one-body electron operator,

Z|e|A_m(0) → −∫dt ∫(dω′/2π) exp(−iω′t) D_m(ω′; t),    D_m(ω) = −4πλ α_l D_lm(ω,r),    (7)

where D_m(ω′; t) is the second-quantised operator at time t. The minus sign in the definition makes the static limit of D positive, as will appear. Because α is a polar vector and D_lm is even in r, D_m has odd parity and (4) applies.

The cross term is 2P_e·Z|e|A(0), whose expectation value is −2∫dt∫(dω′/2π) exp(−iω′t) F_{D(ω′)p}(t). Inserting (4), the time integral gives 2πδ(ω′ + ω) in the first term and 2πδ(ω′ − ω) in the second, and D is even. After division by 2M,

ΔE_pD = −(i/2πM) ∫dω ⟨a| D(ω)·G p + p·G D(ω) |a⟩.    (8)

In the A² term the second order of the exponential has a factor 1/2!, which is cancelled by the two ways of joining the two fields A(0) to the two vertices. Each field is replaced according to (7), the two minus signs multiply to plus, and the electron factor is F with argument t₁ − t₂. In the first term of (4) the two time integrals set ω₁ = −ω and ω₂ = ω, in the second the reverse, and by evenness both terms give the same matrix element:

ΔE_DD = (1/2M)·2·(i/2π) ∫dω ⟨a|D(ω)·G D(ω)|a⟩.    (9)

The sum of (5), (8) and (9) is the expansion of the product in (1), which is thereby derived. The frequency ω is the energy handed from the nucleus to the electron line at one vertex and returned at the other. The combination p − D(ω) is what remains of Π = P_e + Z|e|A(0) once the field at the nucleus has been expressed through the electron current that made it.

The operator D has a closed form. Take ω = iy with y > 0, so that 1/(ω² − k²) = −1/(k² + y²). The δ_lm term gives the Yukawa function exp(−yr)/(4πr). In the other term −k_l k_m becomes ∇_l∇_m, and the partial fractions 1/[k²(k² + y²)] = [1/k² − 1/(k² + y²)]/y² transform to [1 − exp(−yr)]/(4πy²r). Hence

D_m(iy) = λ α_l [ δ_lm exp(−yr)/r + ∇_l∇_m φ ],    φ = [1 − exp(−yr)]/(y²r).

The real-axis form follows from y → −i|ω|, the branch that matches the +i0 in (6). For a radial function ∇_l∇_m φ = φ″ n_l n_m + (φ′/r)(δ_lm − n_l n_m), with n the unit vector along r. Put x = yr and η(x) = (1 − e^(−x))/x, so that φ = η/y, dφ/dr = η′(x) and d²φ/dr² = yη″(x). Then

D(iy) = λ[ A α + B n(α·n) ],    rA = e^(−x) + η′,    rB = xη″ − η′,    (10)

η′ = [(1 + x)e^(−x) − 1]/x²,    η″ = [2 − (x² + 2x + 2)e^(−x)]/x³.

The series η = 1 − x/2 + x²/6 − … gives η′ = −1/2 + x/3 and xη″ = x/3 to first order, so rA = 1/2 − 2x/3 and rB = 1/2 up to terms in x². Therefore

D(0) = (λ/2r)[α + n(α·n)],    D(iy) − D(0) = −(2/3)λ y α + O(y²r).    (11)

The first of these is the operator that appears in the Breit interaction of the electron current with a slowly moving charge. The second is linear in |ω|, not analytic at ω = 0, and is the source of the logarithm of λ in the one-photon term.

It is useful to split off the part of (1) that needs only the wave function of the state a. Since p commutes with α·p + β, one has [p, V] = [p, h], whose matrix elements are ⟨a|[p,V]|n⟩ = Δ_n p_an and ⟨n|[p,V]|a⟩ = −Δ_n p_na. Define

ΔE_H = (i/2πM) ∫dω ⟨a| (D − [p,V]/(ω+i0)) · G (D + [p,V]/(ω+i0)) |a⟩.    (12)

For each n its numerator is (D_an − Δ_n p_an/ω₊)·(D_na − Δ_n p_na/ω₊) with ω₊ = ω + i0, while that of (1) is (D_an − p_an)·(D_na − p_na). Subtract the first from the second and divide by ω − Δ_n. The DD terms cancel. The pp terms give

|p_an|² (1 − Δ_n²/ω₊²)/(ω − Δ_n) = |p_an|² [1/ω₊ + Δ_n/ω₊²],

and the mixed terms give

−(p_an·D_na + D_an·p_na)(1 − Δ_n/ω₊)/(ω − Δ_n) = −(p_an·D_na + D_an·p_na)/ω₊.

The pole of G has cancelled, and with it the distinction between positive and negative levels. The integral of 1/ω₊² vanishes on closing above. In 1/ω₊ = PV(1/ω) − iπδ(ω) the principal value drops out because D is even, and the delta function gives (i/2π)(−iπ) = ½ with D taken at ω = 0, where it is continuous. The sum over all n is then done by completeness:

ΔE = ΔE_L + ΔE_H,    ΔE_L = (1/2M)⟨a| p² − p·D(0) − D(0)·p |a⟩.    (13)

The ω integral must be done before the sum over n. For a point nucleus and an s state the coefficient Σ Δ_n|p_an|² of the 1/ω₊² term diverges at small r when formed with Dirac functions, although its integral over ω is zero for every n. ΔE_L is the second candidate of the opening paragraph, and ΔE_H is everything beyond it.

For the ground state the contour in (1) can be turned onto the imaginary axis. The positive levels that couple to 1s have opposite parity and Δ_n > 0, so their poles lie below the positive real axis. The negative levels lie above the negative real axis. The photon poles ±(k − i0) form cuts in the same two quadrants. The first and third quadrants are free of singularities, and the contour is rotated anticlockwise through them. On the two large arcs the terms with D vanish. The pp term behaves as 1/ω, and its arcs contribute +iπ/2 in the third quadrant, where the angle runs from π to 3π/2, and −iπ/2 in the first, where it runs from π/2 to 0, so that they cancel. On the axis dω = i dy, D depends on |y| and is Hermitian, and the points ±iy combine as 1/(iy − Δ) + 1/(−iy − Δ) = −2Δ/(y² + Δ²). With (i/2π)·i = −1/2π,

formula (1), which has been derived here and split into ΔE_L and ΔE_H, becomes for the ground state an integral over y along the imaginary axis. It remains to write out that integral and to evaluate ΔE_L in closed form and ΔE_H numerically.
